# Direct Coulomb energy of two electrons in a parabolic quantum dot: a program that tests the result

```python
"""
Direct Coulomb energy of two electrons in the ground orbital of a
two-dimensional parabolic dot.

Result under test:  J = sqrt(pi/2) * C / l,  C = e^2/(4 pi eps0 eps_r)
  l      oscillator length sqrt(hbar/(m omega)); orbital ~ exp(-r^2/(2 l^2))
  eps_r  relative permittivity of the uniform medium
  m      effective mass; omega is the oscillator frequency
  lam    C/(l hbar omega), the dimensionless interaction strength
Dimensionless calculations use l for length and hbar*omega for energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import ellipkm1, erfcx, j0

# Inputs; mass, height, depth and InAs permittivity are rough typical values.
length_nm = 5.0
eps_r = 12.9
mass_ratio = 0.067
height_nm = 4.0
depth_meV = 250.0
eps_inas = 15.0

# Derived energies in meV.
coulomb_meV_nm = (const.e / (4 * np.pi * const.epsilon_0 * eps_r)
                  * 1e9 * 1e3)
coulomb_scale = coulomb_meV_nm / length_nm
J_factor = np.sqrt(np.pi / 2)
J_meV = J_factor * coulomb_scale
hw_meV = (const.hbar**2 / (mass_ratio * const.m_e * (length_nm * 1e-9)**2)
          / const.e * 1e3)
lam = coulomb_scale / hw_meV
hartree_meV = const.physical_constants["Hartree energy in eV"][0] * 1e3

# Radial finite-volume solver on cell centres, angular momentum m_ang.
step = 0.005
radius = (np.arange(2400) + 0.5) * step
edges = np.arange(1, 2400) * step


def radial_ground(potential, kinetic, m_ang=0):
    """Lowest energy and cell probabilities for -kinetic*Laplacian + V."""
    diagonal = kinetic * (2 / step**2 + m_ang**2 / radius**2) + potential
    off = -kinetic * edges / (step**2 * np.sqrt(radius[:-1] * radius[1:]))
    energy, vector = eigh_tridiagonal(diagonal, off, select="i",
                                      select_range=(0, 0))
    return energy[0], vector[:, 0]**2


def relative_energy(strength, m_ang=0):
    """Relative-motion energy of two electrons in units of hbar*omega."""
    return radial_ground(radius**2 / 4 + strength / radius, 1.0, m_ang)[0]


# Test: the harmonic ground state has energy hbar*omega and Gaussian density.
orbital_energy, orbital_prob = radial_ground(radius**2 / 2, 0.5)
gaussian_prob = 2 * radius * np.exp(-radius**2) * step
assert abs(orbital_energy - 1) < 1e-4
assert np.sum(np.abs(orbital_prob - gaussian_prob)) < 1e-4


# Test: double integral from its definition, in polar form for (r1, r2).
def angular_part(angle):
    c, s = np.cos(angle), np.sin(angle)
    elliptic = ellipkm1(((c - s) / (c + s))**2)
    radial = quad(lambda rho: rho**2 * np.exp(-rho**2), 0, 9)[0]
    return 8 / np.pi * c * s / (c + s) * elliptic * radial


J_definition = 2 * quad(angular_part, 0, np.pi / 4, epsabs=1e-10)[0]
assert abs(J_definition - J_factor) < 1e-7

# Test: distribution of the separation, by direct overlap of two densities.
axis = np.linspace(-8, 8, 321)
x, y = np.meshgrid(axis, axis)
cell = (axis[1] - axis[0])**2
for sep in (0.4, 1.3, 2.5):
    overlap = np.sum(np.exp(-x**2 - y**2) * np.exp(-(x + sep)**2 - y**2))
    overlap *= cell / np.pi**2
    assert abs(overlap - np.exp(-sep**2 / 2) / (2 * np.pi)) < 1e-10

# Test: J is the first-order slope of the exact two-electron energy.
slope = (relative_energy(0.01) - relative_energy(-0.01)) / 0.02
assert abs(slope - J_factor) < 3e-4

# Test: solver against two closed-form interacting states.
exact_m0 = relative_energy(1.0)
exact_m1 = relative_energy(np.sqrt(3), 1)
assert abs(exact_m0 - 2) < 1e-4
assert abs(exact_m1 - 3) < 1e-4

# Relaxation and correlation: exact energy of the same two-electron model.
E_singlet = 1 + relative_energy(lam)
E_triplet = 1 + relative_energy(lam, 1)
exact_shift_meV = (E_singlet - 2) * hw_meV
assert exact_shift_meV < J_meV
gap_meV = (E_triplet - E_singlet) * hw_meV
assert gap_meV > 0


# Finite height: average over two hard-wall vertical densities.
def layer_factor(distance):
    return J_factor * erfcx(distance / np.sqrt(2))


for distance in (0.1, 0.3, 1.0):
    direct = quad(lambda s: s * np.exp(-s**2 / 2)
                  / np.sqrt(s**2 + distance**2), 0, 12,
                  points=[distance], epsabs=1e-11)[0]
    assert abs(direct - layer_factor(distance)) < 1e-8


def thick_J(height):
    count = 500
    z = (np.arange(count) + 0.5) / count
    weight = 2 * np.sin(np.pi * z)**2 / count
    gaps = np.abs(z[:, None] - z[None, :]) * height / length_nm
    return coulomb_scale * (weight @ layer_factor(gaps) @ weight)


J_thick = thick_J(height_nm)
assert abs(thick_J(1e-4) / J_meV - 1) < 1e-4
assert J_thick < J_meV

# Finite lateral depth: Gaussian well with the same central curvature.
nodes, node_weights = np.polynomial.legendre.leggauss(100)
q = 6 * (nodes + 1)
q_weights = 6 * node_weights
bessel = j0(q[:, None] * radius[None, :])


def J_from_density(probability):
    return q_weights @ (bessel @ probability)**2


assert abs(J_from_density(orbital_prob) - J_factor) < 1e-4
depth = depth_meV / hw_meV
well = -depth * np.exp(-radius**2 / (2 * depth))
well_energy, well_prob = radial_ground(well, 0.5)
assert well_energy < 0
J_well = coulomb_scale * J_from_density(well_prob)
assert J_well < J_meV

# Other permittivity and thermal population of the six triplet states.
J_inas = J_meV * eps_r / eps_inas
kT = {T: const.k * T / const.e * 1e3 for T in (4, 300)}
ratio = {T: 6 * np.exp(-gap_meV / kT[T]) for T in kT}

# Test: the value claimed for the stated dot.
assert abs(J_definition * coulomb_scale - 28) < 0.5


def change(value):
    return 100 * (value / J_meV - 1)


print("INPUTS")
print(f"oscillator length l = {length_nm:.1f} nm")
print(f"relative permittivity = {eps_r:.1f}")
print(f"effective mass (rough) = {mass_ratio:.3f} electron masses")
print(f"dot height (rough) = {height_nm:.1f} nm")
print(f"lateral depth (rough) = {depth_meV:.0f} meV")
print(f"InAs permittivity (rough) = {eps_inas:.0f}")
print("DIRECT COULOMB ENERGY")
print(f"C = e^2/(4 pi eps0 eps_r) = {coulomb_meV_nm:.3f} meV nm")
print(f"C/l = {coulomb_scale:.3f} meV")
print(f"sqrt(pi/2) = {J_factor:.6f}")
print(f"same factor from the double integral = {J_definition:.6f}")
print(f"same factor from the energy slope = {slope:.5f}")
print(f"J = {J_meV:.3f} meV = {J_meV / hartree_meV * 1e3:.4f} mHa")
print(f"effective distance C/J = {coulomb_meV_nm / J_meV:.3f} nm")
print(f"J if 5 nm were the density sigma = {J_meV / np.sqrt(2):.2f} meV")
print("RELAXATION AND CORRELATION")
print(f"hbar omega = {hw_meV:.2f} meV")
print(f"lambda = {lam:.4f}; J/(hbar omega) = {J_meV / hw_meV:.4f}")
print(f"solver check, m=0, lambda=1: E_rel = {exact_m0:.5f} hbar omega")
print(f"solver check, m=1, lambda=sqrt(3): E_rel = {exact_m1:.5f} hbar omega")
print(f"exact singlet energy = {E_singlet * hw_meV:.2f} meV")
print(f"exact interaction shift = {exact_shift_meV:.2f} meV")
print(f"shift minus J = {exact_shift_meV - J_meV:.2f} meV"
      f" ({change(exact_shift_meV):.1f} %)")
print("OTHER NEGLECTED EFFECTS, EACH ALONE")
print(f"J with finite height = {J_thick:.2f} meV ({change(J_thick):.1f} %)")
print(f"J with finite lateral depth = {J_well:.2f} meV"
      f" ({change(J_well):.1f} %)")
print(f"one-electron level in that well = {well_energy * hw_meV:.1f} meV")
print(f"J with InAs permittivity = {J_inas:.2f} meV ({change(J_inas):.1f} %)")
print(f"triplet minus singlet energy = {gap_meV:.2f} meV")
for T in kT:
    print(f"T = {T} K: kT = {kT[T]:.3f} meV,"
          f" triplet/singlet population = {ratio[T]:.2e}")
print("finished without a failed check")
```

Printed output:

```
INPUTS
oscillator length l = 5.0 nm
relative permittivity = 12.9
effective mass (rough) = 0.067 electron masses
dot height (rough) = 4.0 nm
lateral depth (rough) = 250 meV
InAs permittivity (rough) = 15
DIRECT COULOMB ENERGY
C = e^2/(4 pi eps0 eps_r) = 111.625 meV nm
C/l = 22.325 meV
sqrt(pi/2) = 1.253314
same factor from the double integral = 1.253314
same factor from the energy slope = 1.25333
J = 27.980 meV = 1.0283 mHa
effective distance C/J = 3.989 nm
J if 5 nm were the density sigma = 19.79 meV
RELAXATION AND CORRELATION
hbar omega = 45.49 meV
lambda = 0.4907; J/(hbar omega) = 0.6151
solver check, m=0, lambda=1: E_rel = 2.00000 hbar omega
solver check, m=1, lambda=sqrt(3): E_rel = 3.00000 hbar omega
exact singlet energy = 115.73 meV
exact interaction shift = 24.75 meV
shift minus J = -3.23 meV (-11.5 %)
OTHER NEGLECTED EFFECTS, EACH ALONE
J with finite height = 24.79 meV (-11.4 %)
J with finite lateral depth = 26.77 meV (-4.3 %)
one-electron level in that well = -206.6 meV
J with InAs permittivity = 24.06 meV (-14.0 %)
triplet minus singlet energy = 34.39 meV
T = 4 K: kT = 0.345 meV, triplet/singlet population = 2.82e-43
T = 300 K: kT = 25.852 meV, triplet/singlet population = 1.59e+00
finished without a failed check
```
